# Weyl's inequalities and eigenvalue interlacing under a rank-one perturbation: a program that tests the result

```python
"""Weyl's inequalities and rank-one interlacing for Hermitian matrices.

Result under test, with ascending eigenvalues lam_1 <= ... <= lam_n, C = A + E:
  lam_p(A) + lam_q(E) <= lam_{p+q-1}(C)   for p+q <= n+1
  lam_{p+q-n}(C) <= lam_p(A) + lam_q(E)   for p+q >= n+1
For E = rho v v^dagger, rho > 0:  lam_k(A) <= lam_k(C) <= lam_{k+1}(A).
Strict interlacing needs simple levels of A and v overlapping every eigenvector.
Example: five-site tight-binding chain, energies in eV.
"""
import numpy as np
from scipy.linalg import null_space
from scipy.optimize import brentq

rng = np.random.default_rng(7)
TOL = 1e-10  # rounding error of dense eigenvalues of order-one matrices


def random_hermitian(n):
    m = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    return (m + m.conj().T) / 2


def check_weyl(a, e):
    n = len(a)
    la, le, lc = (np.linalg.eigvalsh(m) for m in (a, e, a + e))
    for p in range(1, n + 1):
        for q in range(1, n + 1):
            total = la[p - 1] + le[q - 1]
            if p + q <= n + 1:
                assert total <= lc[p + q - 2] + TOL
            if p + q >= n + 1:
                assert lc[p + q - n - 1] <= total + TOL
    assert np.max(np.abs(lc - la)) <= np.linalg.norm(e, 2) + TOL


def common_vector(a, e, p, q):
    """Unit vector obeying the n-1 orthogonality conditions of the proof."""
    ua, ue, uc = (np.linalg.eigh(m)[1] for m in (a, e, a + e))
    columns = np.hstack([ua[:, :p - 1], ue[:, :q - 1], uc[:, p + q - 1:]])
    assert columns.shape[1] == len(a) - 1
    return null_space(columns.conj().T)[:, 0]


def expectation(m, x):
    return np.vdot(x, m @ x).real


# Weyl's inequalities for all index pairs, perturbations small and large
for trial in range(150):
    check_weyl(random_hermitian(6), 10 ** rng.uniform(-2, 1) * random_hermitian(6))

# the vector used in the proof exists and orders the three quantities
for trial in range(10):
    a, e = random_hermitian(6), random_hermitian(6)
    la, le, lc = (np.linalg.eigvalsh(m) for m in (a, e, a + e))
    for p in range(1, 7):
        for q in range(1, 8 - p):
            x = common_vector(a, e, p, q)
            assert expectation(a, x) >= la[p - 1] - TOL
            assert expectation(e, x) >= le[q - 1] - TOL
            assert expectation(a + e, x) <= lc[p + q - 2] + TOL

# min-max: no k-dimensional subspace has a largest Ritz value below lam_k
a = random_hermitian(6)
la, ua = np.linalg.eigh(a)
for k in range(1, 7):
    for trial in range(100):
        noise = rng.normal(size=(6, k)) + 1j * rng.normal(size=(6, k))
        basis = np.linalg.qr(ua[:, :k] + rng.uniform(0, 1) * noise)[0]
        assert np.linalg.eigvalsh(basis.conj().T @ a @ basis)[-1] >= la[k - 1] - TOL
    best = ua[:, :k]
    assert abs(np.linalg.eigvalsh(best.conj().T @ a @ best)[-1] - la[k - 1]) < TOL

# the index p+q-1 cannot be lowered: commuting matrices with equality
for p in range(1, 7):
    for q in range(1, 8 - p):
        da, de = np.zeros(6), np.zeros(6)
        da[:p - 1] = -1
        de[p - 1:p + q - 2] = -1
        la, le, lc = (np.linalg.eigvalsh(np.diag(d)) for d in (da, de, da + de))
        assert abs(la[p - 1] + le[q - 1] - lc[p + q - 2]) < TOL
        if p + q > 2:
            assert lc[p + q - 3] < la[p - 1] + le[q - 1] - 0.5

# rank-one perturbations: interlacing, top bound, trace, determinant identity
for trial in range(150):
    a = random_hermitian(6)
    v = rng.normal(size=6) + 1j * rng.normal(size=6)
    rho = 10 ** rng.uniform(-2, 1)
    c = a + rho * np.outer(v, v.conj())
    la, ua = np.linalg.eigh(a)
    lc = np.linalg.eigvalsh(c)
    strength = rho * np.vdot(v, v).real
    assert np.all(lc >= la - TOL) and np.all(lc[:-1] <= la[1:] + TOL)
    assert lc[-1] <= la[-1] + strength + TOL
    assert abs(np.sum(lc - la) - strength) < 1e-9
    mu = la[0] - 0.7
    secular = 1 + rho * np.sum(np.abs(ua.conj().T @ v) ** 2 / (la - mu))
    direct = np.linalg.det(c - mu * np.eye(6)).real
    assert abs(direct - np.prod(la - mu) * secular) < 1e-9 * abs(direct)

# a threefold level keeps two copies under a generic rank-one perturbation
u = np.linalg.qr(random_hermitian(6))[0]
a = u @ np.diag([-1.0, 0.5, 0.5, 0.5, 2.0, 3.0]) @ u.conj().T
v = rng.normal(size=6)
lc = np.linalg.eigvalsh(a + np.outer(v, v))
assert np.sum(np.abs(lc - 0.5) < 1e-9) == 2

# worked example: open chain
n, hop, rho = 5, 1.0, 1.5
chain = -hop * (np.eye(n, k=1) + np.eye(n, k=-1))
lam, modes = np.linalg.eigh(chain)
index = np.arange(1, n + 1)
assert np.allclose(lam, -2 * hop * np.cos(index * np.pi / (n + 1)), atol=TOL)
print(f"Chain: {n} sites, hopping amplitude {-hop:.1f} eV")
for k in range(n):
    print(f"lambda_{k+1}(A) = {lam[k]:.6f} eV")

site_energy = np.array([0.3, -0.2, 0.1, -0.4, 0.2])
disorder = np.diag(site_energy)
check_weyl(chain, disorder)
dis = np.linalg.eigvalsh(chain + disorder)
print("Disorder site energies (eV):", " ".join(f"{s:.1f}" for s in site_energy))
le = np.linalg.eigvalsh(disorder)
print(f"Weyl window for shifts: {le[0]:.3f} to {le[-1]:.3f} eV")
print(f"Spectral norm of disorder: {np.linalg.norm(disorder, 2):.3f} eV")
for k in range(n):
    print(f"disorder: level {k+1} = {dis[k]:.6f}, shift = {dis[k]-lam[k]:.6f} eV")
x = common_vector(chain, disorder, 2, 2)
lower, middle = lam[1] + le[1], expectation(chain + disorder, x)
assert lower <= middle + TOL and middle <= dis[2] + TOL
print(f"p=q=2: lambda_2(A)+lambda_2(E) = {lower:.6f} eV")
print(f"p=q=2: x^T A x = {expectation(chain, x):.6f} eV")
print(f"p=q=2: x^T E x = {expectation(disorder, x):.6f} eV")
print(f"p=q=2: x^T C x = {middle:.6f} eV; lambda_3(C) = {dis[2]:.6f} eV")

# repulsive energy on the end site: strict interlacing, secular roots
print(f"Repulsive site energy rho = {rho:.1f} eV")
end_weight = modes[0] ** 2
end_site = np.zeros(n)
end_site[0] = 1
end = np.linalg.eigvalsh(chain + rho * np.outer(end_site, end_site))
assert np.min(end_weight) > 0.05
assert np.all(end > lam + 1e-3) and np.all(end[:-1] < lam[1:] - 1e-3)


def secular_end(mu):
    return 1 + rho * np.sum(end_weight / (lam - mu))


edges = np.append(lam, lam[-1] + rho)
roots = [brentq(secular_end, edges[k] + 1e-9, edges[k + 1] - 1e-9, xtol=1e-13)
         for k in range(n)]
assert np.allclose(roots, end, atol=1e-9)
for k in range(n):
    print(f"end site: weight {end_weight[k]:.6f}, level {k+1} = {end[k]:.6f} eV, "
          f"shift {end[k]-lam[k]:.6f} eV, root {roots[k]:.6f} eV")
print(f"end site: sum of shifts = {np.sum(end-lam):.6f} eV")
print(f"end site: upper bound on top level = {lam[-1]+rho:.6f} eV")

# same energy on the central site: nodes pin levels 2 and 4
centre_weight = modes[2] ** 2
centre_site = np.zeros(n)
centre_site[2] = 1
centre_projector = np.outer(centre_site, centre_site)
centre = np.linalg.eigvalsh(chain + rho * centre_projector)
assert np.all(centre_weight[[1, 3]] < 1e-20)
assert np.allclose(centre[[1, 3]], lam[[1, 3]], atol=TOL)
assert np.all(centre[[0, 2, 4]] > lam[[0, 2, 4]] + 1e-3)
for k in range(n):
    print(f"centre site: weight {centre_weight[k]:.6f}, level {k+1} = "
          f"{centre[k]:.6f} eV, shift {abs(centre[k]-lam[k]):.6f} eV")
print(f"centre site: sum of shifts = {np.sum(centre-lam):.6f} eV")
previous_gap = lam[1] - centre[0]
for big in (10.0, 100.0, 1000.0):
    lowest = np.linalg.eigvalsh(chain + big * centre_projector)[0]
    gap = lam[1] - lowest
    assert 0 < gap < previous_gap
    previous_gap = gap
    print(f"centre site, rho = {big:.0f} eV: lowest level = {lowest:.6f} eV")
assert previous_gap < 2e-3

# without Hermiticity the norm bound fails
eps = 0.01
jordan = np.array([[0.0, 1.0], [0.0, 0.0]])
kick = np.array([[0.0, 0.0], [eps, 0.0]])
moved = np.max(np.abs(np.linalg.eigvals(jordan + kick)))
assert abs(moved - np.sqrt(eps)) < TOL
assert moved > 5 * np.linalg.norm(kick, 2)
print(f"non-Hermitian case: perturbation norm = {np.linalg.norm(kick, 2):.4f} "
      f"(dimensionless), eigenvalue shift = {moved:.4f}")
print("verified")
```

Running it gives:

```
Chain: 5 sites, hopping amplitude -1.0 eV
lambda_1(A) = -1.732051 eV
lambda_2(A) = -1.000000 eV
lambda_3(A) = -0.000000 eV
lambda_4(A) = 1.000000 eV
lambda_5(A) = 1.732051 eV
Disorder site energies (eV): 0.3 -0.2 0.1 -0.4 0.2
Weyl window for shifts: -0.400 to 0.300 eV
Spectral norm of disorder: 0.400 eV
disorder: level 1 = -1.829542, shift = -0.097491 eV
disorder: level 2 = -1.056756, shift = -0.056756 eV
disorder: level 3 = 0.198689, shift = 0.198689 eV
disorder: level 4 = 1.008436, shift = 0.008436 eV
disorder: level 5 = 1.679173, shift = -0.052878 eV
p=q=2: lambda_2(A)+lambda_2(E) = -1.200000 eV
p=q=2: x^T A x = 0.003391 eV
p=q=2: x^T E x = 0.193884 eV
p=q=2: x^T C x = 0.197275 eV; lambda_3(C) = 0.198689 eV
Repulsive site energy rho = 1.5 eV
end site: weight 0.083333, level 1 = -1.670644 eV, shift 0.061407 eV, root -1.670644 eV
end site: weight 0.250000, level 2 = -0.787210 eV, shift 0.212790 eV, root -0.787210 eV
end site: weight 0.333333, level 3 = 0.369495 eV, shift 0.369495 eV, root 0.369495 eV
end site: weight 0.250000, level 4 = 1.430473 eV, shift 0.430473 eV, root 1.430473 eV
end site: weight 0.083333, level 5 = 2.157886 eV, shift 0.425835 eV, root 2.157886 eV
end site: sum of shifts = 1.500000 eV
end site: upper bound on top level = 3.232051 eV
centre site: weight 0.333333, level 1 = -1.402256 eV, shift 0.329795 eV
centre site: weight 0.000000, level 2 = -1.000000 eV, shift 0.000000 eV
centre site: weight 0.333333, level 3 = 0.433254 eV, shift 0.433254 eV
centre site: weight 0.000000, level 4 = 1.000000 eV, shift 0.000000 eV
centre site: weight 0.333333, level 5 = 2.469002 eV, shift 0.736951 eV
centre site: sum of shifts = 1.500000 eV
centre site, rho = 10 eV: lowest level = -1.094191 eV
centre site, rho = 100 eV: lowest level = -1.009949 eV
centre site, rho = 1000 eV: lowest level = -1.000999 eV
non-Hermitian case: perturbation norm = 0.0100 (dimensionless), eigenvalue shift = 0.1000
verified
```
